Why the point-charge cell correction cancels from a Cu⁺ migration barrier

**1. Symmetry and dimensions**

Put an ion of charge q in a cubic cell of edge L, repeated periodically. The cell is filled by an insulator of relative permittivity ε, and a uniform background of total charge −q per cell keeps the sum finite. Treat the ion as a point and the insulator as a homogeneous, linear medium. How does the energy per cell differ from that of one isolated ion?

A linear medium makes this difference proportional to q²/ε. The one available length is L, so the energy must be a number times q²/(εL). The ion's position x cannot enter: moving the ion moves all its images by the same amount, and the background looks the same from everywhere. Hence

E_cell − E_iso = −α_M q²/(2εL),

where α_M is a number fixed by the cell shape. To correct for it, one adds the opposite amount, +α_M q²/(2εL). If minimum and saddle share q, ε and the cell, they receive the same correction, and it drops out of their difference.

Equations are in Gaussian form. For numbers, e² stands for e²/(4πε₀) = 1.44 eV nm.

**2. The size of the common term**

Define −α_M q/L as the potential at an ion, without a medium, due to all images and the background, with the cell-averaged potential set to zero. The energy per cell is half of q times this potential, because each interaction is shared by two charges. The medium divides it by ε.

To find α_M, build the crystal from neutral cubes, each a point charge centred in its share of background. Let V_c be the potential at one ion, its own omitted. The mean potential must be subtracted. For one cube with charge density ρ and potential φ, use ∇²r² = 6, integrate by parts and insert ∇²φ = −4πρ:

∫φ d³r = (1/6)∫r²∇²φ d³r = −(2π/3)∫ρr² d³r.

The surface terms vanish because a neutral cube of this symmetry has a rapidly decaying potential. The point charge sits at r = 0 and contributes nothing. The background gives ∫ρr² d³r = −qL²/4. The mean potential is therefore (1/L³)(πqL²/6) = πq/(6L), and

−α_M q/L = V_c − πq/(6L).

Summing cubes out to 20 cells on each side gives α_M = 2.8373.

**3. Does atomic structure spoil the argument?**

A real host is not homogeneous: the ion sees different neighbours at the two sites. Model the host as a simple cubic lattice of points with spacing a and polarizability α, in a cell with L = Na. Set a = 1 during the derivation. With dipoles p, ionic field F and dipole coupling T,

U = ½Σp²/α − ½ΣpTp − Σp·F.

Setting the derivative with respect to p to zero gives (1/α − T)p = F. Substitution gives U = −½ΣF·p. Fourier transformation over the host sites separates the wavevectors k = 2πn/N, with n an integer vector:

U = N⁻³ Σ_k w(k), w = −½F†AF, A = (1/α − T(k))⁻¹.

The field of a point charge has the Fourier transform −4πiqK/K². Sampling it on the lattice adds all K = k + G, where G is a reciprocal lattice vector. The G = 0 term is singular at small k. Taking out the common phase,

F(k) = e^(−ik·x)[−4πiq k/k² + f − iMk + …].

The real vector f and real matrix M describe the local surroundings and depend on the site. In the singular term, the site appears only in the phase, and the phase cancels in F†AF.

The response along k is also needed. In a cubic lattice the local-field contribution to T is 4π/3, and the depolarizing field of a longitudinal wave contributes −4π. Their sum is −8π/3, so A along k tends to A_L = 1/(1/α + 8π/3), and

w → −½(16π²q²/k²)A_L = −8π²q²α/[k²(1 + 8πα/3)].

The local field E + 4πP/3 also gives the Clausius–Mossotti relation s = 4πα/3 = (ε − 1)/(ε + 2). Then 1 + 2s = 3ε/(ε + 2), and

w → −6πq²s/[(1 + 2s)k²] = −2πq²(1 − 1/ε)/k².

The possible 1/k cross term between the singular field and f vanishes: one is imaginary, the other real, and A is real.

The bare ion array contributes 2πq²/k² per wavevector. Its sum over the mesh is the periodic energy including self-energy. Its integral is the self-energy of one ion. Sum minus integral is therefore the image energy, −α_M q²/(2L). The host adds −(1 − 1/ε) times the same singular function, so the total is

−α_M q²/(2L) × [1 − (1 − 1/ε)] = −α_M q²/(2εL).

The smooth remainder of w gives no power-law error, because the Fourier coefficients of a smooth periodic function fall faster than any power. Bounded but direction-dependent terms at k = 0 begin to matter at 1/N³. The leading term thus survives atomic structure, with the same coefficient at every site.

**4. What remains in the barrier**

Let Δw be w at the saddle minus w at the minimum. The 1/k² parts cancel, and so does the order-k⁰ part that comes from the dispersion of T, since both are independent of the site. The endpoints used below are inversion centres, so f = 0. The cross term with M leaves

Δw(k→0) = −4πqA_L (k·ΔM k)/k².

On a cubic mesh, averaging over equivalent directions replaces this by a constant, c₀ = −(4π/3)qA_L tr ΔM. The mesh point k = 0 should carry the value c₀. With the average potential set to zero, the singular term is absent there, and F = f = 0 at both endpoints, so the point carries zero. One point of weight 1/N³ is missing:

ΔE(N) − ΔE(∞) = −c₀/N³ + O(N⁻⁵).

There is no N⁻⁴ term because w(k) = w(−k), and a term of order kⁿ contributes at N^(−3−n). What cancels is thus the 1/L term, not the whole finite-cell error.

**5. A worked barrier**

Take q = +e, ε = 3.9 and a = 0.36 nm. The ion moves from a cage centre to a face centre of the host lattice. A repulsion A₀exp(−r/ρ₀) from each host point, with A₀ = 200 eV and ρ₀ = 0.05 nm, supplies the steric part. Host points stay fixed; α represents their whole static response. Finite differences of the energy in the N = 4 cell give curvatures of 158 eV/nm² along the path at the cage centre, and −186 along and +335 across it at the face centre. These are a local minimum and a saddle. The curvatures still depend on the cell: at N = 12 they are 155, −180 and +330 eV/nm². Their signs are the same at N = 2, 3, 4, 8 and 12. Close to a host point the attractive force of the point dipole exceeds the repulsive force, so the model is meaningful only farther out. For a single pair this happens within about 0.15 nm. In the lattice the energy turns over at about 0.17 nm, on a ridge that lies about 1.6 eV above the minimum along the body diagonal, which is higher than the face-centre saddle. At the saddle the nearest host points are 0.255 nm away.

The leading coefficient is

α_M e²/(2εa) = 2.8373 × 1.44/(2 × 3.9 × 0.36) = 1.455 eV,

so the leading term is −1.455/N eV. Solving the dipole equations with Ewald sums for N = 12 to 24, and fitting powers 0, 1, 3 and 5 of 1/N, gives −1.4550 eV at the minimum and −1.4548 eV at the saddle. An ion at a site without symmetry also gives −1.4548 eV.

Energies in eV, without any correction:

N = 2: minimum −0.587, saddle 0.827, barrier 1.415
N = 3: minimum −0.334, saddle 0.857, barrier 1.191
N = 4: minimum −0.216, saddle 0.914, barrier 1.129
N = 6: minimum −0.110, saddle 0.993, barrier 1.103
N = 12: minimum 0.002, saddle 1.101, barrier 1.099
N → ∞: minimum 0.123, saddle 1.221, barrier 1.099

The infinite-cell barrier consists of +2.015 eV from repulsion and −0.916 eV from polarization.

At N = 3, L = 1.08 nm, the endpoint errors relative to the infinite cell are −0.456 and −0.364 eV. The common term accounts for −0.485 eV of each. What is left is +0.029 eV at the minimum and +0.121 eV at the saddle, and their difference is the barrier error, +0.092 eV.

That remainder is 8% of the barrier. At 400 K, where kT = 0.0345 eV, it lowers the computed rate by a factor exp(0.092/0.0345) ≈ 14. Evaluating Δw at very small k along the three axes gives −c₀ = 0.2175 eV; a fit to cells with N = 20 to 32 gives 0.2178 eV. At N = 3 this term supplies just 0.2175/27 = 0.008 eV. The N⁻⁵ coefficient is 8.8 eV from that fit and about 9.1 eV from larger cells, up to N = 56. It would add about 9.1/243 = 0.037 eV, which still leaves about half of the error. These two terms of the large-N expansion therefore do not describe so small a cell, and the coefficient −c₀ cannot be used to correct it.

**6. Breaking the conditions one at a time**

*One endpoint corrected.* Correcting the saddle alone at N = 3 raises the barrier by 0.485 eV and lowers the computed rate at 400 K by a factor of 1.3 × 10⁶.

*Charge.* In general the leading barrier error is −α_M(q_s² − q_m²)/(2εL), with s for saddle and m for minimum. If the ion captures an electron and is neutral at the saddle, the leading term makes the uncorrected barrier too high by 0.485 eV at N = 3. If the charge instead spreads evenly through the cell, it cancels the background, and the saddle again lacks the point-charge term. A changed electron number also brings in the energy of the electron reservoir.

*Screening.* Let the saddle be screened by 2.1 and the minimum by 3.9, as a rough picture of nuclei that respond at one endpoint but not at the other. The leading error is

−(α_M e²/2a)(1/2.1 − 1/3.9)/N = −1.247/N eV,

or −0.42 eV at N = 3. The different screening also changes the isolated-ion energy, which no cell correction repairs.

*Cell.* With the saddle at N = 4 and the minimum at N = 3, the barrier is 0.149 eV too high. The leading terms give 1.455 × (1/3 − 1/4) = 0.121 eV of this.

*Homogeneity.* A slab, or a pore comparable with the cell, breaks translation symmetry in at least one direction. If the whole structure scales with L, the image energy has the form (q²/L)g(x/L). For a short hop d, its first-order change is (q²/L²) d·∇g, where the gradient acts on x/L. Equal charges then no longer guarantee that the barrier error starts at 1/L³.

**7. Effects outside the model**

The following estimates use round inputs.

*Host relaxation.* Tie each host point to its site by a spring of 3000 eV/nm². A repulsive force F_r, treated as constant while the point moves, then releases F_r²/(2 × 3000 eV/nm²). Summed over the neighbours, the release is larger at the saddle and lowers the barrier by about 0.32 eV. Two effects reduce this. The repulsion weakens as the host points yield, and the ion attracts the dipoles it induces, which offsets part of the repulsive force. Because the release grows as the square of the net force, 0.32 eV is only a rough upper estimate. Minimizing the energy of a finite cluster gives a lowering of 0.27 eV with the repulsion alone, and about 0.12 eV once the dipole forces are included.

*Elastic images.* An ion that would expand its host by v, held in a fixed volume V, stores about Bv²/(2V) more than in a cell free to expand. With bulk modulus B = 37 GPa and v = 0.005 nm³ at the minimum and 0.010 nm³ at the saddle, this adds about 0.007 eV to the barrier at N = 3. Relative to an ion in an infinite host the error is smaller, because the shear stiffness of the surroundings restrains the expansion there too.

*Disorder.* For a Gaussian spread σ of barriers, averaging exp(−E/kT) lowers the effective barrier for the mean hop rate by σ²/(2kT). For σ = 0.10 eV at 400 K this is 0.145 eV. It is not the shift for long-range diffusion, which also depends on the slow hops and on how the sites connect.

*Field.* For a hop along a field of 1 MV/cm, a tenth of a rough breakdown field of 10 MV/cm, the barrier falls by eFa/2 = 0.018 eV.

*Tunnelling.* The saddle curvature and the mass of a copper ion, 63.55 u, give ħω = 0.011 eV. The lowest-order tunnelling factor 1 + (ħω/kT)²/24 alone raises the rate by 0.4%. Quantizing the ion's stable vibrations at the two endpoints lowers it by about as much, so the net quantum change is close to zero here.

The permittivity and spacing lie in the rough regime of dense silica, and the repulsion was chosen to give a barrier of order 1 eV. The barrier is therefore not a prediction for copper in silica, which is a disordered covalent network rather than a cubic lattice of polarizable points. Porous low-k films have a smaller ε: at ε = 2.7 and the same 1.08 nm cell, the common term grows to 0.485 × 3.9/2.7 = 0.70 eV. It still cancels if the conditions of section 1 hold. Pores comparable with the cell break homogeneity, while disorder changes the physical barriers themselves.
